# Relativistic Shifts of Cyclotron Transitions from the Dirac Landau Levels

## The problem

A free electron moves in a uniform magnetic field $B$ along $+z$. There is no electric field, and the electron obeys the Dirac equation, so its $g$-factor is 2. Let $n_r=0,1,2,\dots$ count the quanta of orbital motion across the field, and let $s=\pm\tfrac12$ be the spin projection on the field. A cyclotron transition raises $n_r$ by one and leaves $s$ and the momentum $p_z$ along the field unchanged.

1. Find the energy levels to order $1/c^2$, with a bound on what is left out.
2. For $p_z=0$, find the relativistic shift of the first cyclotron transition, $n_r=0\to1$, for each spin.
3. Find how much the transition frequency changes with each further quantum.
4. Evaluate the shifts for a field of 5.3 T.

The algebra uses atomic units, $\hbar=m=e=1$, where $m$ is the electron mass and the electron has charge $-1$. The kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$, and the unit of field is chosen so that the nonrelativistic cyclotron frequency is $\omega=B$. "Order $1/c^2$" means an expansion at fixed $\omega$ and fixed $p_z$. In ordinary units $\omega$ becomes $\omega_c=eB/m$.

## A tempting solution

A relativistic particle of momentum $p$ has the kinetic energy

$$\sqrt{c^4+c^2p^2}-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\dots$$

In a magnetic field, $\mathbf p$ is replaced by $\boldsymbol\pi$. The electron also has a spin moment, which for $g=2$ contributes the energy $s\omega$. This suggests the Hamiltonian

$$H_{\rm try}=\frac{\pi^2}{2}+s\omega-\frac{(\pi^2)^2}{8c^2}.$$

For $p_z=0$ the nonrelativistic Landau levels are $\pi^2/2=(n_r+\tfrac12)\omega$, so that $(\pi^2)^2=4(n_r+\tfrac12)^2\omega^2$ and

$$E_{\rm try}=\left(n_r+\tfrac12+s\right)\omega-\frac{(n_r+\tfrac12)^2\omega^2}{2c^2}.$$

Since $(n_r+\tfrac32)^2-(n_r+\tfrac12)^2=2n_r+2$, the transition $n_r\to n_r+1$ would have the frequency

$$\omega-(n_r+1)\frac{\omega^2}{c^2}.$$

The first transition would be lowered by $\omega^2/c^2$ for both spins, and each further quantum would lower the frequency by another $\omega^2/c^2$.

The second of these statements will turn out to be right. The first is wrong for both spins.

## A state that exposes the fault

Write the four-component Dirac wave function as an upper two-spinor $\varphi$ and a lower two-spinor $\chi$. In the standard representation the stationary equation is

$$(E-c^2)\varphi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\qquad (E+c^2)\chi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi. \tag{1}$$

Here $E$ includes the rest energy $c^2$. Choose the vector potential $\mathbf A=(0,Bx,0)$, whose curl is $B$ along $z$. Nothing then depends on $y$ or $z$, so the wave function may be taken as $e^{ik_yy+ip_zz}$ times a function of $x$, and

$$\pi_x=-i\frac{d}{dx},\qquad \pi_y=k_y+Bx,\qquad \pi_z=p_z.$$

Take $p_z=0$ and try a pure spin-down upper spinor, $\varphi=(0,f)$. The matrices $\sigma_x$ and $\sigma_y$ carry it into a spin-up spinor:

$$\boldsymbol\sigma\cdot\boldsymbol\pi\begin{pmatrix}0\\ f\end{pmatrix}=\begin{pmatrix}(\pi_x-i\pi_y)f\\ 0\end{pmatrix},\qquad (\pi_x-i\pi_y)f=-i\left[f'+(k_y+Bx)f\right].$$

The bracket vanishes for

$$f(x)=\exp\left[-\frac B2\left(x+\frac{k_y}{B}\right)^2\right],$$

which is normalizable in $x$. With this $f$ and $\chi=0$, both equations (1) hold for $E=c^2$. This is the orbital ground state with spin down, $n_r=0$ and $s=-\tfrac12$. Its energy above the rest energy is zero, with no correction at any order in $1/c^2$.

The trial formula gives zero for the nonrelativistic part of this level, as it should, but then adds $-\omega^2/(8c^2)$. The correction term in $H_{\rm try}$ is therefore wrong. The Dirac equation contains the combination $\boldsymbol\sigma\cdot\boldsymbol\pi$, and the spin must enter the relativistic correction as well as the leading term.

## The exact levels

For $E>0$ the factor $E+c^2$ cannot vanish, so the second equation (1) gives $\chi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi/(E+c^2)$. Inserting this in the first equation and multiplying by $E+c^2$ yields

$$(E^2-c^4)\varphi=c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\varphi. \tag{2}$$

Conversely, let $\varphi$ be an eigenspinor of $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$, let $E$ be the positive root of (2), and define $\chi$ by the same formula. The second equation (1) then holds by definition. The first holds because

$$c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=\frac{c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\varphi}{E+c^2}=\frac{E^2-c^4}{E+c^2}\varphi=(E-c^2)\varphi.$$

Each eigenspinor thus gives one positive-energy solution, and none is missed.

To square $\boldsymbol\sigma\cdot\boldsymbol\pi$, use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$:

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).$$

The cross product does not vanish, because the components of $\boldsymbol\pi$ do not all commute. Its $z$ component is

$$\pi_x\pi_y-\pi_y\pi_x=[p_x,Bx]=-iB.$$

The other two components vanish, since $\pi_z=p_z$ commutes with $\pi_x$ and $\pi_y$. With $i(-iB)=B$,

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+B\sigma_z. \tag{3}$$

The orbital part is a harmonic oscillator in $x$:

$$\frac{\pi_x^2+\pi_y^2}{2}=\frac{p_x^2}{2}+\frac{B^2}{2}\left(x+\frac{k_y}{B}\right)^2.$$

It has unit mass, frequency $B=\omega$ and centre $-k_y/B$. Its eigenvalues are $(n_r+\tfrac12)\omega$, whatever the value of $k_y$. With $\sigma_z=2s$, equation (3) gives the eigenvalues

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\to p_z^2+2\left(n_r+\tfrac12\right)\omega+2s\omega=p_z^2+2n\omega,\qquad n=n_r+\tfrac12+s.$$

The number $n$ takes the values $0,1,2,\dots$ For given $k_y$ and $p_z$, the value $n=0$ arises once, from $n_r=0$ with spin down. Every $n\ge1$ arises twice, from $n_r=n$ with spin down and from $n_r=n-1$ with spin up.

Now define the nonrelativistic energy

$$\varepsilon=n\omega+\frac{p_z^2}{2}.$$

Equation (2) becomes $E^2=c^4+2c^2\varepsilon$, and the positive energies are

$$E=c^2\sqrt{1+\frac{2\varepsilon}{c^2}}. \tag{4}$$

## The expansion and its error

Let $u=2\varepsilon/c^2$. The function $\sqrt{1+u}$ has first derivative $\tfrac12$ and second derivative $-\tfrac14$ at $u=0$, and its third derivative is $\tfrac38(1+u)^{-5/2}$. Taylor's theorem therefore gives, for $u>0$ and some $\xi$ between 0 and $u$,

$$\sqrt{1+u}=1+\frac u2-\frac{u^2}{8}+\frac{u^3}{16}(1+\xi)^{-5/2}.$$

The last factor lies between 0 and 1. Multiplying by $c^2$ turns $u/2$ into $\varepsilon$, $u^2/8$ into $\varepsilon^2/(2c^2)$ and $u^3/16$ into $\varepsilon^3/(2c^4)$. Hence

$$E-c^2=\varepsilon-\frac{\varepsilon^2}{2c^2}+R,\qquad 0<R<\frac{\varepsilon^3}{2c^4}\quad(\varepsilon>0). \tag{5}$$

For $\varepsilon=0$ all terms vanish, in agreement with the ground state found above. This answers the first question.

Relative to the correction $\varepsilon^2/(2c^2)$, the remainder is smaller than $\varepsilon/c^2$. The expansion is thus good as long as the nonrelativistic energy is small compared with the rest energy. For levels with $n\ge1$ it fails when the field is so strong that $\omega$ is comparable with $c^2$, and in any field it fails once $n$ approaches $c^2/\omega$.

## What the tempting solution left out

On an eigenspinor, $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=2\varepsilon$, so the correction in (5) is the eigenvalue of $-(\boldsymbol\sigma\cdot\boldsymbol\pi)^4/(8c^2)$. By (3), and because $\pi^2$ commutes with $\sigma_z$,

$$-\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^4}{8c^2}=-\frac{(\pi^2)^2}{8c^2}-\frac{2B\sigma_z\pi^2}{8c^2}-\frac{B^2}{8c^2}.$$

The trial Hamiltonian kept the first term. That term alone would be correct for a spinless particle with energy $\sqrt{c^4+c^2\pi^2}$. For the electron at $p_z=0$, the two missing terms have the value

$$-\frac{8s(n_r+\tfrac12)\omega^2+\omega^2}{8c^2}=-\left[s\left(n_r+\tfrac12\right)+\tfrac18\right]\frac{\omega^2}{c^2}.$$

For $n_r=0$, $s=-\tfrac12$ this is $+\omega^2/(8c^2)$, which cancels the false ground-state shift.

The constant $-B^2/(8c^2)$ moves all levels together and drops out of every transition. The mixed term does not. Combined with the leading spin energy $B\sigma_z/2$, it reads

$$\frac{B\sigma_z}{2}\left(1-\frac{\pi^2}{2c^2}\right).$$

The energy needed to turn the spin over falls as the orbital kinetic energy $\pi^2/2$ rises. Seen from the other side, the gain in orbital energy during a cyclotron transition depends on the spin.

## The transition frequencies

At fixed $p_z$, raising $n_r$ by one at fixed spin raises $n$ by one and $\varepsilon$ by $\omega$. From (5), without the remainder,

$$E_{n+1}-E_n=\omega-\frac{(\varepsilon+\omega)^2-\varepsilon^2}{2c^2}=\omega-\frac{\omega(2\varepsilon+\omega)}{2c^2}.$$

Inserting $\varepsilon=n\omega+p_z^2/2$ gives

$$E_{n+1}-E_n=\omega-\left(n+\tfrac12\right)\frac{\omega^2}{c^2}-\frac{\omega p_z^2}{2c^2}. \tag{6}$$

For $p_z=0$ and $n=n_r+\tfrac12+s$, this becomes

$$E_{n+1}-E_n=\omega-(n_r+1+s)\frac{\omega^2}{c^2}. \tag{7}$$

The first transition is lowered by $\tfrac12\omega^2/c^2$ for spin down and by $\tfrac32\omega^2/c^2$ for spin up. The tempting result, $\omega^2/c^2$ for both, is the mean of the two.

The change from one transition to the next does not depend on the spin:

$$(E_{n+2}-E_{n+1})-(E_{n+1}-E_n)=-\frac{\omega^2}{c^2}. \tag{8}$$

In ordinary units the shift per quantum is therefore $-\delta$, with

$$\delta=\frac{\hbar\omega_c^2}{mc^2},\qquad \hbar\delta=\frac{(\hbar\omega_c)^2}{mc^2}.$$

The quantity $\delta$ is an angular frequency, and the corresponding ordinary frequency is $\delta/2\pi$. It is the step between successive transitions. It must not be confused with the correction to a level, which is $-\tfrac12n^2\hbar\delta$ at $p_z=0$.

### Is the spin a good label?

The Dirac Hamiltonian mixes spin directions between upper and lower components, so "fixed spin" needs a justification. For $p_z=0$ the Hamiltonian is $c(\alpha_x\pi_x+\alpha_y\pi_y)+\beta c^2$. Let $\Sigma_z$ act as $\sigma_z$ on both two-spinors. It anticommutes with $\alpha_x$ and $\alpha_y$, because $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$. The matrix $\beta$ also anticommutes with $\alpha_x$ and $\alpha_y$. In the product $\beta\Sigma_z$ the two minus signs cancel:

$$\beta\Sigma_z\alpha_x=-\beta\alpha_x\Sigma_z=\alpha_x\beta\Sigma_z,$$

and likewise for $\alpha_y$. Since $\beta\Sigma_z$ also commutes with $\beta$, it is conserved. Its value $+1$ belongs to states with upper spin up and lower spin down, and $-1$ to the reverse. The label $s$ is thus half the eigenvalue of a conserved quantity, and equals the spin of the upper components.

For $p_z\neq0$ this argument fails, because $\Sigma_z$ commutes with $\alpha_z$ while $\beta$ anticommutes with it. One can still choose $\varphi$ with definite $\sigma_z$, since (3) commutes with $\sigma_z$, and equation (6) remains valid.

## The same shift from a classical orbit

The classical equation of motion is $\dot{\mathbf p}=-\mathbf v\times\mathbf B$, where $\mathbf p$ is now the kinetic momentum and $\mathbf v=\mathbf p/\gamma$. The force is perpendicular to the velocity, so $\gamma$ is constant, and for motion across the field

$$\dot p_x=-\frac B\gamma p_y,\qquad \dot p_y=\frac B\gamma p_x.$$

The momentum turns at the rate $\omega/\gamma$. With kinetic energy $T$, $\gamma=1+T/c^2$, and to first order the rate is $\omega-\omega T/c^2$. Adding one quantum, $T\to T+\omega$, lowers it by $\omega^2/c^2$, as in (8). The shift per quantum is the slowing of the orbit by the inertia of the energy it has absorbed.

The agreement extends beyond first order when $n$ is large. Treating $n$ as continuous in (4), with $p_z=0$, gives

$$\frac{dE}{dn}=\frac{\omega c^2}{E}=\frac{\omega}{\gamma},\qquad \gamma=\frac{E}{c^2}.$$

The numerical check compares the two for a deliberately large ratio $\omega/c^2=0.01$ at $n=10$. The integrated orbit turns at $0.91287\,\omega$, and the mean of the two Dirac spacings next to that level is $0.91290\,\omega$. The small difference is expected, because a mean spacing is not a derivative. Its leading excess is one sixth of the third derivative. Differentiating $dE/dn$ twice more gives $d^3E/dn^3=3\omega^3c^6/E^5$, so the excess relative to $\omega$ is $(\omega/c^2)^2/(2\gamma^5)$. With $1/\gamma=0.91287$ this is about $3\times10^{-5}$, as found.

## An electron at 5.3 tesla

Take $p_z=0$. The cyclotron quantum and the rest energy are

$$\hbar\omega_c=6.1357\times10^{-4}\ \text{eV},\qquad mc^2=510\,999\ \text{eV}.$$

Their ratio is $1.2007\times10^{-9}$, so the expansion is well justified for small $n$. The energy shift per quantum is

$$\hbar\delta=(6.1357\times10^{-4}\ \text{eV})(1.2007\times10^{-9})=7.367\times10^{-13}\ \text{eV}.$$

To obtain an ordinary frequency, multiply the same ratio by $\omega_c/2\pi=148.36$ GHz:

$$\frac{\delta}{2\pi}=(148.36\times10^9\ \text{Hz})(1.2007\times10^{-9})=178\ \text{Hz}.$$

Evaluating $\hbar\omega_c^2/mc^2$ directly in SI units gives 1119 rad/s. Reading that number as hertz would overstate the shift by a factor $2\pi$.

Equation (6) now gives the shifts of the lowest transitions:

| Transition in $n$ | Shift (eV) | Shift (Hz) |
|---|---|---|
| $0\to1$ | $-3.68\times10^{-13}$ | $-89$ |
| $1\to2$ | $-1.105\times10^{-12}$ | $-267$ |
| $2\to3$ | $-1.842\times10^{-12}$ | $-445$ |

The first cyclotron transition of a spin-down electron is $0\to1$, lowered by 89 Hz. That of a spin-up electron is $1\to2$, lowered by 267 Hz. The tempting solution would have put both at 178 Hz below $\omega_c/2\pi$. Successive rows differ by 178 Hz, the shift per quantum.

The neglected orders do not matter here. The next term of the series is $\varepsilon^3/(2c^4)$. At $p_z=0$ its second difference, centred on level $n$, follows from

$$(n+1)^3-2n^3+(n-1)^3=6n,$$

and equals $3n\omega^3/c^4$. Relative to $-\omega^2/c^2$ this is $-3n\omega/c^2$. For the levels 0, 1 and 2, centred on $n=1$, it reduces the size of the step by $3.6\times10^{-9}$ of its value, in agreement with a high-precision evaluation of (4).

## Conditions on the result

The momentum along the field must be the same before and after the transition. If it is not zero, the last term of (6) lowers every cyclotron transition by $\omega T_z/c^2$, where $T_z=p_z^2/2$. An axial energy of one cyclotron quantum, $6.1\times10^{-4}$ eV, therefore shifts the line by another 178 Hz. A spread of axial energies of this size blurs the individual lines by as much as their separation. The difference (8), taken at one fixed $p_z$, is unaffected to this order.

The real electron has a $g$-factor larger than 2 by roughly one part in a thousand. To leading order the extra moment adds an energy that depends on $s$ but not on $n_r$. It separates the pairs of levels that coincide here, and it cancels in a cyclotron transition at fixed spin. Its own relativistic corrections, the fields of a trap and the coupling to radiation lie outside this calculation, so the figures above are those of a free Dirac electron.

The numerical check checks the levels, the expansion and the spin-dependent shifts by diagonalizing the four-component Hamiltonian.

## Values computed for the example and the checks

```
TESTS
Largest level error, diagonalization vs formula: 1.3e-13 hartree
Remainder ratio when c is doubled (n = 3): 15.88
Second difference / (w^2/c^2), n = 0,1,2: -0.99984
Axial term / (w p_z^2/2c^2), n = 0 to 1: -0.99990
First shift / (w^2/c^2), spin down: -0.5000
First shift / (w^2/c^2), spin up: -1.4998
Test with w/c^2 = 0.01, n = 10:
  classical orbit frequency / w: 0.91287
  mean Dirac spacing / w: 0.91290
ELECTRON IN A MAGNETIC FIELD, p_z = 0
Field B: 5.3 T
Magnetic length sqrt(hbar/eB): 111.44 angstrom
Cyclotron quantum hbar w_c: 6.13568e-04 eV
Cyclotron frequency w_c/2pi: 148.360 GHz
Rest energy mc^2: 510998.95 eV
Ratio hbar w_c/mc^2: 1.2007e-09
Level correction, n = 0: 0.0000e+00 eV
Level correction, n = 1: -3.6836e-13 eV
Level correction, n = 2: -1.4735e-12 eV
Level correction, n = 3: -3.3153e-12 eV
Transition 0 to 1 shift: -3.6836e-13 eV = -89.07 Hz
Transition 1 to 2 shift: -1.1051e-12 eV = -267.21 Hz
Transition 2 to 3 shift: -1.8418e-12 eV = -445.35 Hz
Shift per quantum (hbar w_c)^2/mc^2: 7.3673e-13 eV
Shift per quantum, angular: 1119.3 rad/s
Shift per quantum, ordinary: 178.14 Hz
Relative change by higher orders: -3.60e-09
```
